# The Voigt Profile: Faddeeva Form, Core, Wings and Crossover Detuning: test program

```python
"""
Voigt profile: V(delta) = Re w(z) / (sigma sqrt(2 pi)),
    z = x + i a,  x = delta/(sqrt(2) sigma),  a = gamma/(sqrt(2) sigma),
    w(z) = exp(-z^2) erfc(-i z)   (Faddeeva function).
delta: angular detuning; sigma: Doppler standard deviation;
gamma: Lorentzian half width at half maximum, all in rad/s.
H = Re w.  Small a: H = exp(-x^2) - (2a/sqrt(pi))(1 - 2xD(x)) + ...
with D Dawson's function.  Far wing: Lorentzian with inverse-power
corrections.  The leading asymptotes cross at x^2 = -W_{-1}(-a/sqrt(pi)).
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import wofz, dawsn, lambertw, gamma as gamma_function

mp.mp.dps = 80
ROOT_PI = np.sqrt(np.pi)


def H(a, x):
    return wofz(x + 1j * a).real


def voigt(delta, sigma, gam):
    scale = np.sqrt(2) * sigma
    return H(gam / scale, delta / scale) / (sigma * np.sqrt(2 * np.pi))


def faddeeva_mp(x, a):
    z = mp.mpc(x, a)
    return mp.exp(-z * z) * mp.erfc(-1j * z)


def core_first(a, x):
    return np.exp(-x**2) - 2 * a / ROOT_PI * (1 - 2 * x * dawsn(x))


def core_second(a, x):
    return core_first(a, x) + a**2 * (1 - 2 * x**2) * np.exp(-x**2)


def wing_series(z, terms):
    return 1j / np.pi * sum(gamma_function(k + 0.5) / z**(2 * k + 1)
                            for k in range(terms))


def lorentz(delta, gam):
    return gam / np.pi / (delta**2 + gam**2)


def wing_second(delta, sigma, gam):
    factor = 1 + sigma**2 * (3 * delta**2 - gam**2) / (delta**2 + gam**2)**2
    return lorentz(delta, gam) * factor


def crossover_y(a):
    """Square of x where the leading asymptotes cross."""
    return -lambertw(-a / ROOT_PI, -1).real


def doubling_y(a):
    """Square of x where the full profile is twice exp(-x^2)."""
    def excess(y):
        x = mp.sqrt(mp.mpf(y))
        return float(faddeeva_mp(x, mp.mpf(a)).real * mp.exp(x * x) - 2)
    y0 = crossover_y(a)
    return brentq(excess, y0 - 2, y0 + 1, xtol=1e-11)


# Microscopic dipole correlation: thermal velocities and random phase jumps.
rng = np.random.default_rng(12)
samples = 200000
jump_rate, jump_spread, doppler_spread = 1.0, 1.5, 0.8
jump_times = np.cumsum(rng.exponential(1 / jump_rate, (samples, 20)), axis=1)
jumps = rng.normal(0, jump_spread, (samples, 20))
shifts = rng.normal(0, doppler_spread, samples)
dephasing = jump_rate * (1 - np.exp(-jump_spread**2 / 2))
for t in (0.5, 1.0, 2.0):
    phase = np.sum(jumps * (jump_times < t), axis=1) - shifts * t
    simulated = np.mean(np.exp(1j * phase))
    expected = np.exp(-dephasing * t - doppler_spread**2 * t**2 / 2)
    # Statistical standard error is below 0.0023.
    assert abs(simulated - expected) < 0.01

# Velocity average and time integral against the Faddeeva formula.
identity_error = 0.0
for gam in (0.03, 0.3, 1.5):
    for delta in (0.0, 0.7, 2.5, 5.0):
        def averaged_line(u):
            gaussian = np.exp(-u**2 / 2) / np.sqrt(2 * np.pi)
            return gaussian * lorentz(delta - u, gam)
        by_velocity = quad(averaged_line, -12, 12, points=[delta],
                           limit=500, epsabs=1e-12, epsrel=1e-10)[0]
        by_time = quad(lambda t: np.cos(delta * t)
                       * np.exp(-gam * t - t**2 / 2) / np.pi,
                       0, 12, limit=500, epsabs=1e-12, epsrel=1e-10)[0]
        formula = voigt(delta, 1.0, gam)
        identity_error = max(identity_error, abs(by_velocity / formula - 1),
                             abs(by_time / formula - 1))
        z = (delta + 1j * gam) / np.sqrt(2)
        assert abs(complex(faddeeva_mp(z.real, z.imag)) - wofz(z)) < 1e-12
assert identity_error < 1e-7

# Core expansion and its uniform remainder bounds.
x_grid = np.linspace(0, 7, 141)
for a in (0.001, 0.01, 0.1, 0.3):
    assert np.all(abs(H(a, x_grid) - core_first(a, x_grid))
                  <= a**2 + 1e-14)
    assert np.all(abs(H(a, x_grid) - core_second(a, x_grid))
                  <= 4 * a**3 / (3 * ROOT_PI) + 1e-14)
x_neutral = brentq(lambda x: 1 - 2 * x * dawsn(x), 0.5, 1.5)
x_sign_change = brentq(lambda x: H(1e-5, x) - np.exp(-x**2), 0.5, 1.5)
assert abs(x_neutral - x_sign_change) < 1e-4
linear_area = quad(lambda x: 1 - 2 * x * dawsn(x), 0, 50, limit=300)[0]
# The finite cutoff leaves D(50), close to 0.01.
assert abs(linear_area - dawsn(50)) < 1e-7

# Wing expansion, remainder bound, and the Gaussian missed by the series.
for a in (0.2, 0.8, 2.0):
    for x in (4.0, 8.0, 15.0):
        z = x + 1j * a
        for terms in (1, 2, 3, 4):
            bound = gamma_function(terms + 0.5) / (
                np.pi * a * abs(z)**(2 * terms))
            assert abs(wofz(z) - wing_series(z, terms)) <= bound + 1e-14
for delta in (20.0, 40.0):
    wing_error = voigt(delta, 1, 0.7) / wing_second(delta, 1, 0.7) - 1
    assert abs(wing_error) < 20 / delta**4
hidden = float(faddeeva_mp(4, mp.mpf("1e-9")).real)
hidden -= wing_series(4 + 1e-9j, 3).real
assert abs(hidden / np.exp(-16) - 1) < 1e-3

# Overlap form where Gaussian and Lorentzian parts are both visible.
for a in (1e-6, 1e-10):
    y = crossover_y(a)
    overlap = np.exp(-y) + a / (ROOT_PI * y) * (1 + 1.5 / y)
    exact = float(faddeeva_mp(mp.sqrt(y), mp.mpf(a)).real)
    assert abs(exact / overlap - 1) < 4 / y**2

# Crossover: existence limit, uniqueness, and shift of the doubling point.
y_grid = np.linspace(0.001, 20, 20000)
a_limit = ROOT_PI * np.max(y_grid * np.exp(-y_grid))
assert abs(a_limit - ROOT_PI / np.e) < 1e-6


def tail_ratio(x):
    return np.exp(x**2) * (2 * x * dawsn(x) - 1)


for x in (0.3, 1.0, 2.0, 3.0):
    slope = (tail_ratio(x + 1e-5) - tail_ratio(x - 1e-5)) / 2e-5
    assert abs(slope / (2 * dawsn(x) * np.exp(x**2)) - 1) < 1e-6
for a in (1e-10, 1e-20, 1e-40):
    y_lead, y_double = crossover_y(a), doubling_y(a)
    assert abs((y_lead - y_double) * y_lead - 1.5) < 6 / y_lead
    log_a = np.log(ROOT_PI / a)
    assert abs(y_lead - log_a - np.log(log_a)) < 2 * np.log(log_a) / log_a

# Worked example with round model parameters.
mass_u, wavelength, temperature = 100.0, 500e-9, 400.0
decay_rate, collision_rate = 4e7, 3e7
omega0 = 2 * np.pi * const.c / wavelength
thermal_speed = np.sqrt(const.k * temperature / (mass_u * const.atomic_mass))
sigma = omega0 * thermal_speed / const.c
gam = decay_rate / 2 + collision_rate
a = gam / (np.sqrt(2) * sigma)
y_lead, y_double = crossover_y(a), doubling_y(a)
delta_lead = sigma * np.sqrt(2 * y_lead)
delta_double = sigma * np.sqrt(2 * y_double)
log_a = np.log(ROOT_PI / a)
first_order_y = brentq(lambda y: tail_ratio(np.sqrt(y)) - ROOT_PI / (2 * a),
                       1, 20)
assert abs(first_order_y - y_double) < 0.01

print(f"Largest relative identity error: {identity_error:.1e}")
print(f"Mass: {mass_u:.0f} u; wavelength: {wavelength*1e9:.0f} nm")
print(f"Temperature: {temperature:.0f} K")
print(f"Population decay rate: {decay_rate:.2e} s^-1")
print(f"Phase-randomising collision rate: {collision_rate:.2e} s^-1")
print(f"omega0: {omega0:.5e} rad/s")
print(f"One-component rms speed: {thermal_speed:.3f} m/s")
print(f"sigma: {sigma:.5e} rad/s; gamma: {gam:.5e} rad/s")
print(f"a (dimensionless): {a:.6f}")
print(f"Peak V(0): {voigt(0, sigma, gam):.5e} s")
print(f"Pure Doppler peak: {1/(sigma*np.sqrt(2*np.pi)):.5e} s")
print(f"H(a,0): {H(a, 0):.6f} (dimensionless)")
print(f"Linear term vanishes at x = {x_neutral:.5f}")
print(f"Largest a with crossing asymptotes: {a_limit:.5f}")
print("Core, all dimensionless:")
print("delta/sigma   H exact       Gaussian      first order")
for ratio in (0, 1, 2, 3, 4):
    x = ratio / np.sqrt(2)
    print(f"{ratio:5d}   {H(a,x):.6e}  {np.exp(-x*x):.6e}  "
          f"{core_first(a,x):.6e}")
print("Wing, all dimensionless:")
print("delta/sigma   H exact       Lorentzian    two-term wing")
to_H = sigma * np.sqrt(2 * np.pi)
for ratio in (3, 4, 5, 6, 10, 20):
    delta = ratio * sigma
    print(f"{ratio:5d}   {H(a,ratio/np.sqrt(2)):.6e}  "
          f"{lorentz(delta,gam)*to_H:.6e}  "
          f"{wing_second(delta,sigma,gam)*to_H:.6e}")
print(f"L = ln(sqrt(pi)/a): {log_a:.5f}; L + ln L: "
      f"{log_a+np.log(log_a):.5f}")
print(f"x^2 at leading crossover: {y_lead:.5f}")
print(f"x^2 where H = 2 exp(-x^2): {y_double:.5f}")
print(f"x^2 from first-order doubling: {first_order_y:.5f}")
print(f"Leading crossover: {delta_lead:.5e} rad/s")
print(f"Leading crossover/(2 pi): {delta_lead/(2*np.pi*1e9):.4f} GHz")
print(f"Leading crossover/sigma: {delta_lead/sigma:.4f}")
print(f"Doubling detuning: {delta_double:.5e} rad/s")
print(f"Doubling detuning/(2 pi): {delta_double/(2*np.pi*1e9):.4f} GHz")
print(f"Doubling detuning/sigma: {delta_double/sigma:.4f}")
print(f"H at leading crossover / H(a,0): "
      f"{H(a,np.sqrt(y_lead))/H(a,0):.5e}")
print("Crossover detuning/sigma against a:")
print("a          leading    doubling")
for a_value in (1e-1, 1e-2, 1e-3, 1e-4, 1e-6):
    print(f"{a_value:.0e}    {np.sqrt(2*crossover_y(a_value)):.4f}     "
          f"{np.sqrt(2*doubling_y(a_value)):.4f}")
print("checks complete")
```

Printed output:

```
Largest relative identity error: 5.9e-14
Mass: 100 u; wavelength: 500 nm
Temperature: 400 K
Population decay rate: 4.00e+07 s^-1
Phase-randomising collision rate: 3.00e+07 s^-1
omega0: 3.76730e+15 rad/s
One-component rms speed: 182.367 m/s
sigma: 2.29170e+09 rad/s; gamma: 5.00000e+07 rad/s
a (dimensionless): 0.015428
Peak V(0): 1.71092e-10 s
Pure Doppler peak: 1.74082e-10 s
H(a,0): 0.982827 (dimensionless)
Linear term vanishes at x = 0.92414
Largest a with crossing asymptotes: 0.65205
Core, all dimensionless:
delta/sigma   H exact       Gaussian      first order
    0   9.828271e-01  1.000000e+00  9.825918e-01
    1   6.017402e-01  6.065307e-01  6.017396e-01
    2   1.401135e-01  1.353353e-01  1.402092e-01
    3   1.421252e-02  1.110900e-02  1.423377e-02
    4   1.754431e-03  3.354626e-04  1.755711e-03
Wing, all dimensionless:
delta/sigma   H exact       Lorentzian    two-term wing
    3   1.421252e-02  1.934139e-03  2.578772e-03
    4   1.754431e-03  1.087978e-03  1.291960e-03
    5   8.084404e-04  6.963135e-04  7.798674e-04
    6   5.309606e-04  4.835539e-04  5.238488e-04
   10   1.795845e-04  1.740809e-04  1.793032e-04
   20   4.385093e-05  4.352037e-05  4.384677e-05
L = ln(sqrt(pi)/a): 4.74396; L + ln L: 6.30084
x^2 at leading crossover: 6.63656
x^2 where H = 2 exp(-x^2): 6.20181
x^2 from first-order doubling: 6.19821
Leading crossover: 8.34917e+09 rad/s
Leading crossover/(2 pi): 1.3288 GHz
Leading crossover/sigma: 3.6432
Doubling detuning: 8.07107e+09 rad/s
Doubling detuning/(2 pi): 1.2846 GHz
Doubling detuning/sigma: 3.5219
H at leading crossover / H(a,0): 3.20783e-03
Crossover detuning/sigma against a:
a          leading    doubling
1e-01    2.9474     2.7445
1e-02    3.7799     3.6756
1e-03    4.4177     4.3648
1e-04    4.9581     4.9250
1e-06    5.8711     5.8532
checks complete
```
